# The chelate effect and the choice of standard concentration

**Q:** I have a metal β-diketonate precursor in toluene with two free cis sites. It can hold two tetrahydrofuran (THF) molecules or one 1,2-dimethoxyethane. My data sheet gives the exchange a standard free energy of $-5.7$ kJ/mol. So the chelate effect of dimethoxyethane over THF is 5.7 kJ/mol, a property of these molecules like a bond length. Correct?

**A:** The number may be right, but it isn't a property of the molecules alone. Let $M$ be the precursor with both sites empty, $A$ be THF and $B$ be dimethoxyethane. The reaction is

$$MA_2+B\rightleftharpoons MB+2A .$$

Two particles become three. What does that do to the units of the equilibrium constant?

**Q:** In concentrations it is

$$K_c=\frac{[MB][A]^2}{[MA_2][B]},$$

three concentrations over two, so it carries mol/L. But the data sheet gives a pure number.

**A:** Then somebody divided by a concentration. In a dilute ideal solution, each solute has the chemical potential

$$\mu_i=\mu_i^\circ+RT\ln\frac{c_i}{c^\circ},$$

where $c^\circ$ is the chosen standard concentration and $\mu_i^\circ$ is the potential that the ideal law assigns to $c_i=c^\circ$. Let $\nu_i$ be the stoichiometric numbers, positive for products. Equilibrium requires $\sum_i\nu_i\mu_i=0$. With $\Delta G^\circ=\sum_i\nu_i\mu_i^\circ$ this reads

$$0=\Delta G^\circ+RT\sum_i\nu_i\ln\frac{c_i}{c^\circ}
=\Delta G^\circ+RT\ln\frac{K_c}{(c^\circ)^{\Delta\nu}} .$$

Here $\Delta\nu=\sum_i\nu_i=1+2-1-1=+1$, so

$$\Delta G^\circ=-RT\ln K^\circ,\qquad K^\circ=\frac{K_c}{c^\circ}.$$

**Q:** Everybody uses 1 mol/L. Does the choice matter in practice?

**A:** Chemists also use molality and mole fraction. Take $K_c=10$ mol/L at 298.15 K, a round model value. In dilute solution a mole fraction is $x_i\approx c_i/c_s$, with $c_s$ the concentration of the solvent, so the mole-fraction standard $x=1$ amounts to $c^\circ=c_s$. For toluene, with a rough density of 0.87 kg/L and a molar mass of 92.14 g/mol,

$$c_s=\frac{870\ \text{g/L}}{92.14\ \text{g/mol}}=9.44\ \text{mol/L}.$$

A standard of 1 mol/kg likewise amounts to 0.87 mol/L. The same equilibrium then gives:

| Standard | $K^\circ$ | $\Delta G^\circ$ (kJ/mol) |
|---|---:|---:|
| 0.001 mol/L | 10000 | −22.83 |
| 1 mol/L | 10 | −5.71 |
| 1 mol/kg | 11.49 | −6.05 |
| mole fraction | 1.059 | −0.14 |
| 100 mol/L | 0.1 | +5.71 |

On the mole-fraction scale your chelate effect has almost vanished. The last digits follow the rough density: 0.862 kg/L would give −0.17 kJ/mol for mole fraction and −6.08 kJ/mol for molality. The sign changes at $c^\circ=K_c$, where $K^\circ=1$. The 100 mol/L entry is a formal reference, not a solution one could prepare.

**Q:** How do I convert between the rows?

**A:** The real potential $\mu_i$ can't depend on bookkeeping. Write it with two standards, $c_1$ and $c_2$:

$$\mu_i^\circ(c_1)+RT\ln\frac{c_i}{c_1}=\mu_i^\circ(c_2)+RT\ln\frac{c_i}{c_2}.$$

The $\ln c_i$ terms cancel, leaving $\mu_i^\circ(c_2)=\mu_i^\circ(c_1)+RT\ln(c_2/c_1)$. Multiplying by $\nu_i$ and summing gives

$$\Delta G^\circ(c_2)-\Delta G^\circ(c_1)=\Delta\nu\,RT\ln\frac{c_2}{c_1}.$$

From 1 to 0.001 mol/L, with $RT=2.479$ kJ/mol, the shift is $2.479\times\ln(0.001)=-17.12$ kJ/mol. This takes $-5.71$ to $-22.83$ kJ/mol, as in the table.

**Q:** I would explain the chelate effect by entropy: more free particles, more disorder. Surely that entropy is physical.

**A:** The release of a particle is physical, but the standard entropy assigned to it depends on the concentration at which the particle is released. Hold $c^\circ$ fixed as the temperature changes and use $\Delta S^\circ=-d\Delta G^\circ/dT$. Differentiating the conversion formula gives

$$\Delta S^\circ(c_2)-\Delta S^\circ(c_1)=-\Delta\nu\,R\ln\frac{c_2}{c_1}.$$

A larger $c^\circ$ leaves each released molecule less volume, hence the minus sign. The enthalpy is $\Delta H^\circ=\Delta G^\circ+T\Delta S^\circ$, and its shift is

$$\Delta\nu RT\ln\frac{c_2}{c_1}-T\,\Delta\nu R\ln\frac{c_2}{c_1}=0 .$$

I assume that $K_c$ does not vary with temperature, so that $\Delta H^\circ=0$ for a fixed concentration standard. Then $\Delta S^\circ=R\ln(K_c/c^\circ)$. It is 19.14 J/(mol K) at 1 mol/L and $-19.14$ J/(mol K) at 100 mol/L.

**Q:** So the enthalpy, at least, is free of convention?

**A:** Between fixed concentrations, yes. The mole-fraction standard is different, because $c_s$ falls as toluene expands. The same holds for molality, since the concentration that 1 mol/kg amounts to falls with the density. With the expansion coefficient $\alpha$, $d\ln c_s/dT=-\alpha$. Starting from $\Delta G_x^\circ=-RT\ln K_c+RT\ln c_s$, where both arguments are in mol/L,

$$\Delta S_x^\circ=-\frac{d\Delta G_x^\circ}{dT}=R\ln\frac{K_c}{c_s}+\alpha RT .$$

Adding $T\Delta S_x^\circ$ to $\Delta G_x^\circ$ cancels the logarithms:

$$\Delta H_x^\circ=\alpha RT^2 .$$

With the rough value $\alpha=1.1\times10^{-3}\ \text{K}^{-1}$ this is 0.81 kJ/mol. The entropy rises from 0.48 J/(mol K), found with $c_s$ frozen, to 3.20 J/(mol K). The correction is small on the scale of the table, but larger than the 0.14 kJ/mol of free energy on this scale.

**Q:** If I can make the effect zero or reverse its sign by choosing a standard, then it is an artefact. Why do I bother with dimethoxyethane?

**A:** Because the solution doesn't know your standard. Rearranging the definition of $K_c$ gives

$$\frac{[MB]}{[MA_2]}=K_c\frac{[B]}{[A]^2},$$

with no $c^\circ$ in it. Start with 0.010 mol/L $MA_2$, 0.050 mol/L $B$ and 0.080 mol/L free $A$. Counting the bound THF, the total $A$ is 0.100 mol/L, so both ligands supply equal numbers of donor atoms. If $\xi$ is the concentration of $MB$ formed,

$$\frac{\xi(0.080+2\xi)^2}{(0.010-\xi)(0.050-\xi)}=10,$$

with all concentrations in mol/L. The solution is $\xi=0.00976$: 97.6% of the metal has changed to the chelate. At equilibrium $[B]=0.04024$ and $[A]=0.09952$ mol/L, so

$$\frac{[MB]}{[MA_2]}=\frac{10\times0.04024}{0.09952^2}=40.6 .$$

Minimizing the free energy with each of the five standards in the table, and the matching $K^\circ$ each time, gives the same converted fraction, as it must: the change of standard only adds a constant to the free energy, and the spread of $3\times10^{-8}$ is the tolerance of the minimizer.

**Q:** You still used thermodynamics with a standard in it. Can the result be had without one?

**A:** Yes, by counting molecules in a volume $V$. For independent molecules, each species with $n_i$ members contributes $q_i^{n_i}/n_i!$ to the partition function, and $q_i$ is proportional to $V$. One forward step removes two molecules and adds three, so it brings one net factor $V$. Call the whole factor per step $K_cN_{Av}V$, where $N_{Av}$ is Avogadro's constant. The factorials then give the ratio of the weights after and before one step:

$$\frac{W_{\text{after}}}{W_{\text{before}}}=K_cN_{Av}V\,
\frac{n_{MA_2}\,n_B}{(n_{MB}+1)(n_A+1)(n_A+2)} .$$

When all the numbers are large, this ratio is close to 1 at the most probable composition, and the added 1 and 2 can be dropped, so

$$\frac{n_{MB}\,n_A^2}{n_{MA_2}\,n_B}=K_cN_{Av}V .$$

Dividing by $N_{Av}V$ turns numbers into concentrations and returns the definition of $K_c$. No standard was chosen. Summing over all possible compositions for 200 metal complexes, with ligands in the proportions of the example, gives a mean converted fraction of 0.97602. The free-energy minimum gives 0.97598. Only about five $MA_2$ complexes remain in this sum, so it is the mean that agrees this closely; the quotient at the single most probable composition is still about 20% above $K_c$.

**Q:** Then where can the convention hurt me?

**A:** When a constant is moved without conversion. Suppose you take $K^\circ=1.059$ from a mole-fraction table and use it with 1 mol/L. You would predict 82.6% conversion instead of 97.6%, and therefore about 17% of the metal left as $MA_2$ instead of 2.4%.

**Q:** Is there a convention-free statement that the chelate is preferred?

**A:** There is one about dilution. If $[A]$ and $[B]$ both fall tenfold, $[B]/[A]^2$ rises tenfold. Diluting the whole example tenfold raises $[MB]/[MA_2]$ from 40.6 to 400.6. It isn't exactly a factor of ten, because the free ligand concentrations readjust slightly.

This compares the two complexes with each other. It doesn't promise that the chelate survives unlimited dilution. If $\beta_B=[MB]/([M][B])$ is the binding constant of $B$, then $[M]/[MB]=1/(\beta_B[B])$. Below $[B]=1/\beta_B$ the bare metal outnumbers the chelate. For the value $\beta_B=10^5$ L/mol used here, that happens below $10^{-5}$ mol/L.

**Q:** And the other limit, a concentrated solution?

**A:** Keep the donor supply equal, $[A]=2[B]$. Then

$$\frac{[MB]}{[MA_2]}=K_c\frac{[A]/2}{[A]^2}=\frac{K_c}{2[A]} .$$

The two complexes are equally common at $[A]=K_c/2=5$ mol/L, and above that $MA_2$ outnumbers $MB$. Complexes that hold dimethoxyethane by one arm are not counted in this comparison. This is an extrapolation, since a 5 mol/L solution isn't dilute, but it shows what $K_c$ means.

**Q:** What does the 5 mol/L represent?

**A:** The concentration of the second donor as seen by the metal once the first donor is bound. Let one donor bind one empty site with constant $k$, and let the two sites be independent and equivalent. Two THF molecules fill both sites in one way, with weight $(k[A])^2$ relative to the bare metal. Hence

$$\beta_{A_2}=\frac{[MA_2]}{[M][A]^2}=k^2 .$$

For $B$, the first end binds from solution with weight $k[B]$. The second end isn't drawn from the bulk. It is tied nearby, at an effective concentration $c_{\text{eff}}$, and contributes $kc_{\text{eff}}$. The two ends can occupy the two sites in two ways, so

$$\beta_B=2k^2c_{\text{eff}},\qquad K_c=\frac{\beta_B}{\beta_{A_2}}=2c_{\text{eff}} .$$

With $k=100$ L/mol and $c_{\text{eff}}=5$ mol/L, $\beta_{A_2}=10^4$ L²/mol², $\beta_B=10^5$ L/mol and $K_c=10$ mol/L.

So at equal donor supply, $[A]=2[B]$, $MB$ outnumbers $MA_2$ when $[A]$ is below $c_{\text{eff}}$. For other proportions the condition is $[A]^2/(2[B])<c_{\text{eff}}$. A tabulated $K^\circ$ compares the tether with whatever concentration was named as standard.

**Q:** Is 5 mol/L a sensible size for such a short molecule?

**A:** A crude estimate supports the order of magnitude. Treat the link between the oxygen atoms as a Gaussian tether of root-mean-square length $r=0.30$ nm, and put the second site at $d=0.28$ nm from the first. The probability density of the free end at that site is

$$P(d)=\left(\frac{3}{2\pi r^2}\right)^{3/2}\exp\!\left(-\frac{3d^2}{2r^2}\right)
=12.2\times0.271=3.31\ \text{nm}^{-3}.$$

One molecule per nm³ is 1.66 mol/L, so $c_{\text{eff}}=5.49$ mol/L and, doubled before rounding, $2c_{\text{eff}}=10.99$ mol/L. Integrating over binding wells 0.01 nm wide, instead of taking the density at a point, gives 10.97 mol/L. That agreement tests the replacement of narrow wells by points. It doesn't show that a real three-bond link is Gaussian, and the two lengths were chosen. A link with fixed bond lengths and angles keeps the oxygen atoms between about 0.24 and 0.36 nm apart and gives 7 to 29 mol/L at the same site, for gauche fractions from 0.2 to 0.8. Both estimates ignore the orientation the donor must take, so 5 mol/L is supported only to within a factor of several.

**Q:** May I at least compare two chelating ligands without naming a standard?

**A:** Yes, if both exchanges have the same $\Delta\nu$. For ligands $B$ and $B'$, each displacing two $A$,

$$\ln K_B^\circ-\ln K_{B'}^\circ
=\ln\frac{K_{c,B}}{c^\circ}-\ln\frac{K_{c,B'}}{c^\circ}
=\ln\frac{K_{c,B}}{K_{c,B'}} .$$

The standard cancels.

**Q:** I also treat titanium alkoxides with acetylacetone. Acetylacetonate is a chelate too, so is that constant just as slippery?

**A:** Count particles rather than donor atoms. For monomers,

$$\mathrm{Ti(OR)_4+Hacac\rightleftharpoons Ti(OR)_3(acac)+ROH},$$

where Hacac is acetylacetone. Two particles give two, $\Delta\nu=0$, and $c^\circ$ cancels. With a chosen constant of 10 and the same starting concentrations as before, including 0.080 mol/L of alcohol, the conversion is 82.5% whether the standard is 1 mol/L or that of the solvent. Its closeness to the mistaken 82.6% above is an accident of the chosen numbers.

If the product pairs up into dimers, two alkoxides and two acetylacetones give one dimer and two alcohols. Then $\Delta\nu=3-4=-1$, and the standard matters again.

**Q:** How far should I trust your model for my actual precursor?

**A:** Ether adducts of metal β-diketonates are real precursors for chemical vapour deposition, but $k$ and $c_{\text{eff}}$ here are round values chosen for illustration, not measured for any metal. The model also assumes that $K_c$ does not vary with temperature. At constant pressure this leaves only the small heat $\alpha RT^2=0.81$ kJ/mol found above, which comes from the expansion of the solvent. Ring strain and unequal oxygen donors can break that assumption. If the exchange released a further 5 kJ/mol at unchanged entropy, $K_c$ at 298.15 K would grow by $e^{5/2.479}\approx7.5$; if it absorbed a further 5 kJ/mol, $K_c$ would shrink by the same factor. In the absorbing case, warming to 350 K would raise $K_c$ by a factor of 1.35. Solutes amount to 1.6% of the solvent concentration, so the dilute conversion to mole fraction is good to about that level. That figure doesn't bound the errors from specific interactions between molecules.

**Q:** And dimethoxyethane hanging on by one arm?

**A:** In this model, at the concentrations of the example, it outnumbers $MA_2$; for the complex with one THF this needs $[B]>[A]/4$. At the free ligand concentrations of the example, relative to $MB$, there is 2.5% $MA_2$ but 4.0% of a complex with one THF and one dangling dimethoxyethane. Two sites and two ends give that complex four arrangements, so its ratio to $MA_2$ is

$$\frac{4k^2[A][B]}{k^2[A]^2}=\frac{4[B]}{[A]}=\frac{4\times0.04024}{0.09952}=1.62 .$$

Complexes with two dangling ligands add 1.6%, those with one dangling ligand and an empty site 0.4%, and those with a single THF 0.5%. Metal in dimers with a single bridge is about 0.07%. Dimers closed into a ring by two bridges depend on a further, unknown effective concentration; they would add 0.08% if it were 1 mol/L and 0.4% if it were 5 mol/L. Leaving out the dimers, the chelate's share of the metal is 91.8%, not the 97.6% of the two-complex calculation. These are estimates at fixed free ligand concentrations, not a new solution of the mass balance. The relation between $[MB]$ and $[MA_2]$ at given $[A]$ and $[B]$ is untouched.

**Q:** So what should I write in place of "the chelate effect is 5.7 kJ/mol"?

**A:** Write "$K_c=10$ mol/L at 298.15 K in toluene", or "$\Delta G^\circ=-5.7$ kJ/mol for a standard concentration of 1 mol/L". To learn which way a given mixture will move, form its quotient $Q_c=[MB][A]^2/([MA_2][B])$ from the actual concentrations. The reaction free energy is

$$\Delta G=\Delta G^\circ+RT\ln\frac{Q_c}{c^\circ}
=-RT\ln\frac{K_c}{c^\circ}+RT\ln\frac{Q_c}{c^\circ}
=RT\ln\frac{Q_c}{K_c}.$$

The standard has cancelled, and the sign of this quantity decides the direction. The numerical output below lists the values for each standard and for both dilutions.

## Values computed for the example and the checks

```
temperature: 298.15 K
one-donor constant k: 100 L/mol
effective concentration c_eff: 5.0 mol/L
beta(MA2): 1.000e+04 L^2/mol^2
beta(MB): 1.000e+05 L/mol
Kc: 10.00 mol/L
solvent density (rough): 0.87 kg/L
solvent molar mass: 92.14 g/mol
solvent concentration: 9.44 mol/L
standard; c_std mol/L; K_std; log10 K_std; dG kJ/mol; dS J/(mol K)
  0.001 mol/L; 0.001; 1e+04; 4.000; -22.83; 76.58
  1 mol/L; 1.000; 10; 1.000; -5.71; 19.14
  1 mol/kg; 0.870; 11.49; 1.060; -6.05; 20.30
  mole fraction; 9.442; 1.059; 0.025; -0.14; 0.48
  100 mol/L; 100.000; 0.1; -1.000; 5.71; -19.14
  (dS above: c_std held fixed as temperature changes)
solvent expansion coefficient (rough): 1.1e-03 1/K
mole-fraction standard with expansion, dH: 0.81 kJ/mol
mole-fraction standard with expansion, dS: 3.20 J/(mol K)
start MA2, B, MB, A: 0.010, 0.050, 0.000, 0.080 mol/L
equilibrium MA2, B, MB, A: 0.000240, 0.040240, 0.009760, 0.099520 mol/L
converted fraction, free-energy minimum: 0.97598
spread of this fraction over all standards: 2.9e-08
converted fraction, molecule counting: 0.97602
ratio MB/MA2: 40.6
diluted tenfold MA2, B, MB, A: 2.490e-06, 4.002e-03, 9.975e-04, 9.995e-03 mol/L
diluted tenfold, converted fraction: 0.99751
diluted tenfold, molecule counting: 0.99751
diluted tenfold, ratio MB/MA2: 400.6
fraction if mole-fraction K is used with 1 mol/L: 0.8259
one-for-one exchange, chosen K: 10.0
one-for-one fraction, c_std 1 mol/L: 0.82548
one-for-one fraction, same K, c_std solvent: 0.82548
crossover [A] at [A]=2[B]: 5.000 mol/L
tether rms length, site distance, well width: 0.30, 0.28, 0.01 nm
tether estimate of c_eff: 5.49 mol/L
tether Kc from configurational integrals: 10.97 mol/L
neglected species and MA2, relative to MB:
  MA2: 2.461 %
  MA: 0.495 %
  M: 0.025 %
  one arm: 0.400 %
  arm+A: 3.981 %
  two arms: 1.610 %
  metal in bridged dimers: 0.070 %
MB share of metal with one-arm species, no bridges: 91.8 %
solute relative to solvent: 1.59 %
Kc factor, 298.15 to 350 K, dH 5 kJ/mol: 1.35
```
